\section*{Why particles injected from a Maxwellian reservoir need flux-weighted normal speeds}

\section{What dimensions decide, and what they leave open}

A classical ideal gas at rest is described by three quantities: the molecular mass $m$, the number density $n$ and the thermal energy $kT$. Suppose it fills the half-space behind a plane, and let $v$ be the velocity component normal to the plane, positive into a simulated region. From $m$, $n$ and $kT$ one can form a single energy, $kT$, and a single number per area and time, $n\sqrt{kT/m}$. The mean normal kinetic energy of an entering molecule and the one-way flux must therefore be
\begin{equation}
\langle \tfrac12 m v^2\rangle = c\,kT, \qquad \Gamma = c'\,n\sqrt{kT/m},
\end{equation}
with pure numbers $c$ and $c'$. Dimensions cannot tell $c=\tfrac12$ from $c=1$. That factor of two is the subject here.

The belief to be examined is this: since the reservoir is Maxwellian, each velocity component is Gaussian, so a particle injected at the boundary should get a normal speed from the positive half of that Gaussian. With $s=\sqrt{kT/m}$, the proposed density is
\begin{equation}
h(v)=\sqrt{\frac{2}{\pi}}\,\frac{1}{s}\,e^{-v^2/2s^2},\qquad v>0 .
\end{equation}

The belief has good grounds. If all molecules in a volume of the reservoir are listed at one instant, and those moving inward are picked out, their normal speeds do follow $h$. Their mean square speed is $s^2$, because the Gaussian is even and its two halves have equal mean squares. Their mean normal energy is $\tfrac12ms^2=\tfrac12kT$, as equipartition says. The error lies in applying a statement about molecules present in a volume to molecules that cross a surface during a time.

\section{Counting the molecules that cross}

Let $g(v)=e^{-v^2/2s^2}/(\sqrt{2\pi}\,s)$ be the full Gaussian. During a short time $dt$, a molecule with normal speed $v>0$ crosses the plane if it starts within a distance $v\,dt$ of it. Fast molecules are collected from a deeper layer than slow ones. Per unit area, the number crossing with speeds in $dv$ is $n\,g(v)\,dv\times v\,dt$. Since $\int_0^\infty v\,e^{-v^2/2s^2}dv=s^2$, the flux is
\begin{equation}
\Gamma=n\int_0^\infty v\,g(v)\,dv=\frac{n}{\sqrt{2\pi}\,s}\,s^2=\frac{n s}{\sqrt{2\pi}} .
\end{equation}
Dividing $n\,v\,g(v)$ by $\Gamma$ gives the normalized speed density of the entering molecules:
\begin{equation}
w(v)=\frac{v}{s^2}\,e^{-v^2/2s^2},\qquad v>0 .
\end{equation}

For the mean energy, put $q=v^2/2s^2$, so that $dq=v\,dv/s^2$ and $\tfrac12mv^2=ms^2q=kT\,q$. Then
\begin{equation}
\langle\tfrac12mv^2\rangle_w=kT\int_0^\infty q\,e^{-q}\,dq=kT .
\end{equation}
So $c=1$ for crossing molecules and $c=\tfrac12$ for molecules in the volume.

The two tangential components do not affect whether a molecule crosses, so they keep their Gaussians and contribute $\tfrac12kT$ each. The translational energy per crossing is $2kT$, against $\tfrac32kT$ in the half-Gaussian scheme. The normal part doubles; the total grows by the factor $4/3$.

This can be checked without using $w$. A layer of depth $6s\,dt$ was filled with four million molecules at uniform random positions, with ordinary Gaussian velocities, and moved for one step $dt$. Those that crossed had a mean normal energy of $0.9996\,kT$; the inward-moving molecules in the whole layer had $0.4998\,kT$. The flux was $0.3990\,ns$, against $1/\sqrt{2\pi}=0.3989$ from the formula.

\section{Two correct ways to inject}

The first way draws from $w$ directly. Its cumulative distribution is
\begin{equation}
F(v)=\int_0^v \frac{v'}{s^2}e^{-v'^2/2s^2}dv'=1-e^{-v^2/2s^2}.
\end{equation}
Setting $1-F(v)=U$, with $U$ uniform between 0 and 1, and solving for $v$ gives
\begin{equation}
v=s\sqrt{-2\ln U}.
\end{equation}

The entry time also matters. Crossing molecules of speed $v$ start at depths $d$ spread uniformly from 0 to $v\,dt$, so their entry times $d/v$ are uniform from 0 to $dt$, whatever $v$ is. A new particle should thus be placed at a distance $vR\,dt$ inside the plane, with $R$ uniform and independent of $v$, if forces and collisions within the step are negligible.

The second way is the layer experiment itself: at each step fill a layer outside the boundary with an ordinary Maxwellian, move it, keep the particles that cross and discard the rest. Here the Gaussian is right, because the motion does the weighting. The layer must be deeper than the distance covered in one step by the fastest molecules that matter.

The two ways agree. The largest gap between the cumulative speed distributions of the layer's crossers and of an equally large sample from $s\sqrt{-2\ln U}$ was $0.0021$, as expected from sampling noise with about 270\,000 values in each set. For a half-Gaussian sample the gap was $0.30$.

\section{A slab that should fill to the reservoir density}

A sharper test of an injection rule is to simulate a piece of the reservoir itself. Take an empty slab, open on both sides to equal reservoirs, and start injecting at time zero. Particles that reach the opposite face are removed, and collisions are neglected. The slab should fill to density $n$ and stay there. In the comparison below both schemes inject the same, correct flux $\Gamma$; they differ only in the speed density $p(v)$.

At distance $x$ from one face and time $t$, molecules with $v>x/t$ have arrived. A stream of flux $\Gamma p(v)\,dv$ and speed $v$ has density $\Gamma p(v)\,dv/v$. At the midplane the two faces contribute equally, so
\begin{equation}
n_{\rm mid}(t)=2\Gamma\int_{x/t}^\infty\frac{p(v)}{v}\,dv .
\end{equation}
Define $a=x/(\sqrt2\,s\,t)$. For $p=w$ the factor $v$ cancels, and with $y=v/(\sqrt2\,s)$
\begin{align}
n_{\rm mid}&=\frac{2\Gamma}{s^2}\,\sqrt2\,s\int_a^\infty e^{-y^2}dy
=\frac{2\Gamma}{s^2}\,\sqrt2\,s\,\frac{\sqrt\pi}{2}\,\mathrm{erfc}(a)\nonumber\\
&=\frac{\sqrt{2\pi}\,\Gamma}{s}\,\mathrm{erfc}(a)=n\,\mathrm{erfc}(a),
\end{align}
which tends to $n$ at late times. For $p=h$ nothing cancels. With $q=v^2/2s^2$ one has $dv/v=dq/2q$, and
\begin{equation}
n_{\rm mid}=2\Gamma\sqrt{\frac2\pi}\,\frac1s\cdot\frac12\int_{a^2}^\infty\frac{e^{-q}}{q}\,dq
=\frac{n}{\pi}\,E_1(a^2),
\end{equation}
where $E_1$ is the exponential integral and $\Gamma=ns/\sqrt{2\pi}$ was inserted.

For small argument, $E_1(z)\simeq-\ln z-0.5772$. Each tenfold increase of $t$ divides $a^2$ by 100 and adds $(n/\pi)\ln100=1.466\,n$. This model has no steady state. The cause is that $h(0)>0$: the scheme supplies very slow molecules at a finite rate, and each stays for a time proportional to $1/v$. In $w$ the factor $v$ removes them in just the right proportion.

The momentum supply is wrong too. The mean speeds are
\begin{align}
\langle v\rangle_w&=\frac1{s^2}\int_0^\infty v^2e^{-v^2/2s^2}dv=\frac1{s^2}\,\frac{\sqrt{2\pi}\,s^3}{2}=s\sqrt{\frac\pi2},\\
\langle v\rangle_h&=\sqrt{\frac2\pi}\,\frac1s\,s^2=s\sqrt{\frac2\pi}.
\end{align}
Multiplying by $m\Gamma=nms/\sqrt{2\pi}$ and using $ms^2=kT$, the momentum flux per face is $nkT/2$ for $w$ and $nkT/\pi$ for $h$. The first is half the gas pressure, as it must be, since the opposing stream carries the other half.

One might try to repair the half-Gaussian by raising its temperature to $2T$, which makes the mean normal energy $kT$. Its mean speed then grows by $\sqrt2$, and at fixed $\Gamma$ the momentum flux becomes $\sqrt2\,nkT/\pi$, which is $0.900$ of the correct value. The density at zero speed is still not zero, so the slab still overfills. The fault is in the shape of the distribution, not in its width.

\section{Numbers for acetylene at low pressure}

Take neutral C$_2$H$_2$ at a partial pressure of 10 mTorr and 400 K, with $m=26.038$ u. Then $kT=34.47$ meV, $s=357.4$ m/s and $n=2.414\times10^{14}$ cm$^{-3}$. The flux is $\Gamma=0.3989\,ns=3.442\times10^{18}$ cm$^{-2}$\,s$^{-1}$.

The mean normal energy of an entering molecule is 34.47 meV ($1\,kT$); the half-Gaussian gives 17.23 meV. With the tangential part, the translational energies are 68.94 and 51.70 meV. Multiplied by $\Gamma$, they give incoming heat fluxes of 38.02 and 28.51 mW/cm$^2$, so the wrong scheme loses a quarter of the translational heat. The momentum flux per face falls from 5.000 to 3.183 mTorr.

Now let the slab be 1000 nm thick, so that $x=500$ nm. At $t=100$ ns the slowest arrivals have $v=x/t=5$ m/s, and
\begin{equation}
a^2=\frac12\left(\frac{5}{357.4}\right)^2=9.79\times10^{-5},\qquad
\frac{E_1(a^2)}{\pi}\simeq\frac{9.232-0.577}{\pi}=2.755 .
\end{equation}
The half-Gaussian slab holds $2.755\,n$ at its midplane, while the correct one holds $0.989\,n$. At 1000 ns the collisionless values are $4.221\,n$ and $0.999\,n$; by then collisions begin to lower the first, as discussed in the last section.

The surplus gas is cold. At the midplane the mean velocity vanishes by symmetry, so the normal temperature $T_z$ follows from the momentum flux of both streams, $n_{\rm mid}kT_z=2nkT/\pi$. The molecules too slow to have arrived carry negligible momentum here. Hence
\begin{equation}
T_z=\frac{2}{\pi}\,\frac{n}{n_{\rm mid}}\,T=\frac{0.6366\times400\ {\rm K}}{2.755}=92.4\ {\rm K}
\end{equation}
at 100 ns, and 60.3 K at 1000 ns. A gas meant to be at 400 K is too dense and far too cold in one direction.

A particle simulation confirms this. Four million molecules were injected through one face at random times over 100 ns, those in the central fifth of the slab were counted, and the count was doubled for the other face. The half-Gaussian gave $2.738\,n$ and 92.5 K; the density is 0.6\% below the formula, with a statistical error of 0.4\%. The correct scheme gave $0.980\,n$, which is 0.9\% below the formula; about 27\,500 molecules were counted, so the statistical error is 0.6\%.

\section{Directions, and the bottom of a deep hole}

The choice of normal speed also sets the angle of entry. A molecule lies within an angle $\theta$ of the normal if its tangential speed is below $v\tan\theta$. For two Gaussian components this has probability $1-e^{-v^2\tan^2\theta/2s^2}$. Averaging over $w$ and $h$ gives the fractions
\begin{align}
f_w&=1-\int_0^\infty\frac{v}{s^2}\,e^{-v^2(1+\tan^2\theta)/2s^2}dv=1-\frac1{1+\tan^2\theta}=\sin^2\theta,\\
f_h&=1-\sqrt{\frac2\pi}\,\frac1s\int_0^\infty e^{-v^2(1+\tan^2\theta)/2s^2}dv=1-\cos\theta .
\end{align}
Because $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$, the ratio is $f_w/f_h=1+\cos\theta$. It tends to 2 for narrow cones and to 1 when all directions are accepted, as it must at fixed flux.

Consider a round hole 100 nm wide and 500 nm deep below a wide, uniform injection plane. The centre of its bottom sees the mouth within $\tan\theta=50/500=0.1$, or $\theta=5.71^\circ$. The direct flux there is $0.01/1.01=0.00990$ of $\Gamma$; the half-Gaussian gives $1-1/\sqrt{1.01}=0.00496$. In line of sight, the wrong rule halves the supply to the bottom. For a species that sticks at first contact this is the whole supply. C$_2$H$_2$ sticks weakly, so most of the molecules that do reach the bottom arrive after bounces from the side wall, which this number leaves out. With diffuse reflection from a non-sticking side wall and an absorbing bottom, about 19\% of the entering molecules reach the bottom, against about 15\% for the half-Gaussian, so the total supply differs by a factor of about 1.25 rather than 2.

\section{Where the result needs correction}

The value $kT$ assumes a reservoir at rest. If the gas drifts toward the region at a speed $u\ll s$, then $g(v-u)\simeq g(v)(1+uv/s^2)$. The needed half-line moments of $g$ are $\int v\,g=s/\sqrt{2\pi}$, $\int v^2g=s^2/2$, $\int v^3g=2s^3/\sqrt{2\pi}$ and $\int v^4g=3s^4/2$. To first order in $u/s$,
\begin{align}
\frac m2\,\frac{\int_0^\infty v^3g(v-u)\,dv}{\int_0^\infty v\,g(v-u)\,dv}
&\simeq kT\;\frac{1+\tfrac34\sqrt{2\pi}\,u/s}{1+\tfrac12\sqrt{2\pi}\,u/s}\nonumber\\
&\simeq kT\left(1+\frac{\sqrt{2\pi}}{4}\,\frac us\right).
\end{align}
In the opposite limit, $u\gg s$, practically all molecules move inward. The full Gaussian moments then give $\langle v^3\rangle/\langle v\rangle=u^2+3s^2$ for crossing molecules, against $\langle v^2\rangle=u^2+s^2$ in the volume. The relative difference disappears for a fast beam, so the doubling belongs to a resting gas.

The example's pressure and temperature are rough values in the regime of low-pressure carbon-film deposition. A real reactor breaks the assumption of a uniform gas at rest. With an assumed drift of 10 m/s, the mean normal energy rises by 1.77\% (the first-order formula gives 1.75\%). With an assumed gradient of 2 K/mm and a rough collision diameter of 0.5 nm, the mean free path in acetylene alone is 3.73 mm (a carrier gas would shorten it and the collision times below) and the temperature changes by 7.5 K over it. That is 1.9\% of $T$, which indicates only the order of magnitude of the departure from a Maxwellian; the mean normal energy can shift by a few percent. Both are small beside a factor of two. A discharge also breaks up part of the acetylene. This changes the densities and adds species, each to be injected with its own $m$ and $n$. For species that have thermalized with the gas, the mean normal energy is still $kT$, which contains neither; fragments that keep excess energy from the breakup need their own velocity distribution, again weighted by $v$.

Collisions inside the slab are rare, since its thickness is $2.7\times10^{-4}$ of the mean free path, but they matter for the slowest molecules. A molecule at rest in gas of density $n$ would be struck after about 9.2 $\mu$s. Counting only molecules not yet struck, and using this collision time for all of them, the half-Gaussian density levels off at about $5.3\,n$. This is an upper estimate: the surplus molecules are slow only along the normal, keep their thermal tangential speeds and sit in a gas denser than $n$, so they are struck sooner. Letting the collision rate follow the actual density and relative speeds shortens the collision time to about 1.9 $\mu$s and lowers the level to about $4.3\,n$. It also lowers the value at 1000 ns from $4.221\,n$ to about $4.0\,n$, while the value at 100 ns changes by less than 1\%. Collisions thus end the logarithmic growth without bringing the density near $n$.

Internal energy dilutes the error in the total heat. Rotation carries 34 meV per molecule, and the low bending vibrations carry roughly 35 meV (for rounded wavenumbers of 600 and 700 cm$^{-1}$; the measured 612 and 729 cm$^{-1}$ give 33 meV and the same ratio below). In equilibrium these do not depend on the velocity, so they are not flux-weighted and enter both schemes equally. The ratio of total energies per molecule is then about $138/121=1.14$ instead of $4/3$. The normal translational energy still differs by the full factor of two.

The remaining computed values are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
C2H2 partial pressure: 10 mTorr
Gas temperature: 400 K
Molecular mass: 26.038 u
kT: 34.47 meV
Thermal speed s = sqrt(kT/m): 357.4 m/s
Reservoir density n: 2.414e+14 cm^-3
One-way flux Gamma: 3.442e+18 cm^-2 s^-1
Ghost layer: flux/(n s): 0.3990 (formula 0.3989)
Ghost layer: normal energy of crossers: 0.9996 kT
Ghost layer: normal energy in volume: 0.4998 kT
Ghost layer: tangential energy: 0.9989 kT
Entry time, mean fraction of step: 0.4991
Entry time-speed correlation: -0.0029
Largest CDF gap, flux sampler: 0.0021
Largest CDF gap, half-Gaussian: 0.3036
Mean normal energy, correct: 34.47 meV
Mean normal energy, wrong: 17.23 meV
Translational energy, correct: 68.94 meV
Translational energy, wrong: 51.70 meV
Heat flux, correct: 38.02 mW/cm^2
Heat flux, wrong: 28.51 mW/cm^2
Momentum flux, correct: 5.000 mTorr
Momentum flux, wrong: 3.183 mTorr
Momentum ratio, half-Gaussian at 2T: 0.9003
Slab thickness: 1000 nm
Density at 100 ns, correct: 0.9888 n
Density at 100 ns, wrong: 2.755 n
Normal temperature at 100 ns, wrong: 92.4 K
Density at 1000 ns, correct: 0.9989 n
Density at 1000 ns, wrong: 4.221 n
Normal temperature at 1000 ns, wrong: 60.3 K
Simulated density at 100 ns, correct: 0.980 n
Simulated density at 100 ns, wrong: 2.738 n
Simulated normal T, wrong: 92.5 K
Wrong density growth per decade of time: 1.466 n
Hole width, depth: 100, 500 nm
Acceptance half-angle: 5.71 degrees
Direct bottom flux, correct: 0.00990 Gamma
Direct bottom flux, wrong: 0.00496 Gamma
Direct flux ratio, correct/wrong: 1.995
Rough collision diameter: 0.5 nm
Mean free path: 3.73 mm
Slab thickness / mean free path: 2.7e-04
Collision time of slow molecule: 9.2 us
Wrong density limited by collisions: about 5.3 n
Assumed drift: 10 m/s
Normal energy change by drift: 1.77 %
Assumed temperature gradient: 2 K/mm
Temperature change per free path: 7.5 K
Same, relative to T: 1.9 %
Rotational energy (classical): 34.47 meV
Rough bend wavenumbers: 600, 700 cm^-1
Vibrational energy, rough: 35 meV
Degeneracy n lambda^3: 1.2e-12
\end{verbatim}
